# Decay of metal-induced gap states in a two-band model

**1. A length to be explained**

Take a crystal with lattice planes 0.192 nm apart and a gap of 4.8 eV, and join it to a metal. In the model below, electron density that leaks from the metal at midgap falls by a factor $e$ in 0.26 nm, between one and two plane spacings. At 0.24 eV below the upper band edge the same fall takes 0.63 nm. If the gap is halved at fixed spacing, the largest decay constant halves too. What sets this length, why does it grow towards the band edges, and in what sense does the decay constant follow the gap?

**2. The two coupled waves**

Let the semiconductor have period $a$ along $z$, and let $g=\pi/a$. One electron of free mass $m$ obeys

$$-A\psi''+2V\cos(2gz)\,\psi=E\psi,\qquad A=\frac{\hbar^2}{2m},\quad V>0. \tag{1}$$

The potential has zero mean and a maximum at $z=0$. Since $2V\cos 2gz=V(e^{2igz}+e^{-2igz})$, it couples plane waves whose wave numbers differ by $2g$. Near $k=g$ the waves $k$ and $k-2g$ have nearly equal kinetic energy, close to

$$W=Ag^2, \tag{2}$$

while the next waves, near $\pm3g$, lie at about $9W$. We keep the two nearly degenerate waves,

$$\psi=c_1e^{ikz}+c_2e^{i(k-2g)z}. \tag{3}$$

The amplitudes left out are of order $V/(8W)$, so the approximation needs $V\ll 8W$. Collecting the coefficients of the two exponentials in (1) gives

$$(Ak^2-E)c_1+Vc_2=0,\qquad Vc_1+[A(k-2g)^2-E]c_2=0. \tag{4}$$

A nonzero solution requires a vanishing determinant. Write $k=g+\kappa$ and $E=W+x$. The kinetic energies are then $A(g\pm\kappa)^2=W+A\kappa^2\pm2Ag\kappa$, and the determinant condition becomes

$$(A\kappa^2-x)^2-4A^2g^2\kappa^2=V^2. \tag{5}$$

Because $A^2g^2=AW$, the two bands are

$$x=A\kappa^2\pm\sqrt{V^2+4WA\kappa^2}. \tag{6}$$

At $\kappa=0$ they lie at $x=\pm V$. Hence $x$ is measured from midgap, and the gap is

$$E_g=2V. \tag{7}$$

For small $\kappa$ the square root is $V+2WA\kappa^2/V$, so

$$x_\pm=\pm V+A\kappa^2\left(1\pm\frac{2W}{V}\right). \tag{8}$$

The upper edge is a minimum. The lower edge is a maximum if $V<2W$, which we assume from here on. Comparing (8) with $\pm\hbar^2\kappa^2/(2m^*)$ defines positive masses for the conduction and valence edges:

$$\frac{m}{m_c}=\frac{2W}{V}+1,\qquad \frac{m}{m_v}=\frac{2W}{V}-1. \tag{9}$$

**3. The decay constant inside the gap**

A complex wave number is excluded in an infinite crystal, because its wave grows without limit on one side. In a crystal that fills $z>0$, a wave that decays to the right is admissible. Set $\kappa=iq$ with $q>0$, so that $\psi$ carries the factor $e^{-qz}$, and let

$$u=Aq^2. \tag{10}$$

Then $A\kappa^2=-u$, and (5) becomes

$$(x+u)^2+4Wu=V^2. \tag{11}$$

Expanding the square gives a quadratic equation for $u$:

$$u^2+2(x+2W)u-(V^2-x^2)=0. \tag{12}$$

For $|x|<V$ the product of its roots, $-(V^2-x^2)$, is negative. There is therefore one positive root,

$$Aq^2=\sqrt{4W^2+4Wx+V^2}-(x+2W), \tag{13}$$

where $(x+2W)^2+V^2-x^2$ has been simplified under the root. The negative root for $u$ means a real $\kappa$ of size near $2g$. There the retained pair is no longer the nearly degenerate pair, so that root lies outside the range of the model and is dropped.

*Band edges.* Let $\delta$ be the distance from an edge into the gap. As $\delta\to0$, $u$ is small and its square can be dropped from (12). Near the upper edge $x=V-\delta$, and $V^2-x^2\simeq2V\delta$, so

$$u\simeq\frac{2V\delta}{2(V+2W)}=\frac{m_c}{m}\,\delta. \tag{14}$$

Near the lower edge $x=-V+\delta$, and the denominator becomes $2(2W-V)$, so $u\simeq(m_v/m)\delta$. Both results have the form

$$q\simeq\frac{\sqrt{2m^*\delta}}{\hbar},\qquad m^*=m_c\ \text{or}\ m_v. \tag{15}$$

This is the decay of a particle of mass $m^*$ under a barrier of height $\delta$. The decay constant vanishes as a square root, and the penetration length diverges. The condition $V<2W$ matters here: at $x=-V$, equation (12) reads $u[u+2(2W-V)]=0$, and for $V>2W$ it would have a second, positive root. The decay constant would then not vanish at that energy.

*Maximum.* Equation (11) can be written as

$$4Wu=V^2-(x+u)^2\le V^2. \tag{16}$$

Equality holds when $x=-u$, that is, at

$$x_0=-\frac{V^2}{4W}. \tag{17}$$

This energy lies in the gap, since $V<2W$ makes $V^2/(4W)<V/2$. With $u=V^2/(4W)$ and $\sqrt{AW}=Ag$,

$$q_{\max}=\frac{V}{2Ag}=\frac{E_g}{4Ag}=\frac{m\,a\,E_g}{2\pi\hbar^2}. \tag{18}$$

The last form follows from $A=\hbar^2/(2m)$ and $g=\pi/a$. The peak lies below midgap by the fraction $V/(4W)$ of the half-gap, which is small for a weak potential.

*Weak-gap limit.* If $V\ll W$, then $u\le V^2/(4W)$ is small compared with $V$. Dropping $u^2$ from (12) gives

$$u\simeq\frac{V^2-x^2}{4W\,[1+x/(2W)]},\qquad q\simeq\frac{\sqrt{V^2-x^2}}{2Ag}\left(1-\frac{x}{4W}\right). \tag{19}$$

To leading order $q(x)$ is half an ellipse centred on midgap. The bracket tilts it: decay is faster in the lower half of the gap than at the mirror energy in the upper half. The kinetic term $A\kappa^2$ in (6), which also makes the two masses differ, causes this tilt.

**4. In what sense the maximum follows the gap**

Equation (18) is a proportionality at fixed period $a$. Near the zone boundary, the kinetic energies of the two waves separate as $\pm2Ag\kappa=\pm\hbar v\kappa$, with $v=\hbar g/m$. In these terms $q_{\max}=E_g/(2\hbar v)$, so fixed period means fixed velocity $v$.

Now compare crystals with the same reduced mass instead. From (9),

$$\frac1{m_r}=\frac1{m_c}+\frac1{m_v}=\frac{4W}{mV}. \tag{20}$$

Squaring (18) and using (20) gives

$$q_{\max}^2=\frac{V^2}{4AW}=\frac{V}{A}\frac{m_r}{m}=\frac{m_rE_g}{\hbar^2}. \tag{21}$$

At fixed $m_r$ the maximum grows as $\sqrt{E_g}$. The two laws agree, because at fixed period $m_r$ is itself proportional to the gap. A statement that the decay constant scales with the gap is incomplete until it says what is held fixed.

**5. The shape of the decaying wave**

The first equation of (4) gives $c_2/c_1=(E-Ak^2)/V$. With $k=g+iq$ we have $Ak^2=W-u+2iAgq$, and therefore

$$\frac{c_2}{c_1}=\frac{x+u-2iAgq}{V}. \tag{22}$$

Its squared modulus is $[(x+u)^2+4Wu]/V^2$, which equals one by (11). We may set $c_2/c_1=e^{-2i\varphi}$, with

$$\cos2\varphi=\frac{x+u}{V},\qquad \sin2\varphi=\frac{2Agq}{V}=\frac{q}{q_{\max}}. \tag{23}$$

Since $q\ge0$, the phase lies in $0\le\varphi\le\pi/2$. Inserting the ratio in (3) and taking out a constant factor gives

$$\psi\propto e^{-qz}\cos(gz+\varphi). \tag{24}$$

At the upper edge $\varphi=0$ and the wave is $\cos gz$, with its density on the potential maxima. At the lower edge $\varphi=\pi/2$ and the wave is $\sin gz$ apart from sign, with its density in the minima. The fastest decay occurs at $\varphi=\pi/4$, halfway between these two patterns.

The phase also labels the energy uniquely. From (23), $u=V^2\sin^2(2\varphi)/(4W)$, so

$$x=V\cos2\varphi-\frac{V^2}{4W}\sin^22\varphi, \tag{25}$$

$$\frac{dx}{d\varphi}=-2V\sin2\varphi\left(1+\frac{V}{2W}\cos2\varphi\right). \tag{26}$$

For $V<2W$ the bracket is positive, and $x$ falls steadily from $V$ to $-V$ as $\varphi$ runs from $0$ to $\pi/2$.

**6. Why the metal makes these waves into states**

A decaying wave is a possible piece of an eigenstate. To make it a state, it must be continued into $z<0$. Let the metal there have a constant potential equal to the semiconductor's mean, zero. We take $V<W$ here, so that every gap energy $E=W+x$ is positive and the metal has propagating waves throughout the gap. Their wave number is $p=\sqrt{E/A}$, and a real standing wave is $\cos(pz+\delta_m)$. Continuity of $\psi'/\psi$ at $z=0$ requires

$$-p\tan\delta_m=-q-g\tan\varphi,\qquad \tan\delta_m=\frac{q+g\tan\varphi}{p}. \tag{27}$$

The right side is finite for every energy inside the gap, so a phase $\delta_m$ exists for each of them. A metal of infinite length allows any phase, and the gap is filled with a continuum of states: the metal's standing waves with tails in the semiconductor.

A metal of finite length $L$ with a hard wall at $z=-L$ adds the condition $\cos(-pL+\delta_m)=0$, or

$$pL-\delta_m=\left(n+\tfrac12\right)\pi,\qquad n\ \text{integer}. \tag{28}$$

If $L$ grows by $\Delta L$, the number of states between two gap energies with metal wave numbers $p_1<p_2$ grows by

$$\Delta N\simeq\frac{(p_2-p_1)\,\Delta L}{\pi}, \tag{29}$$

apart from the rounding to whole numbers. The phases $\delta_m$ cancel because they do not depend on $L$.

Replace the metal by a hard wall at $z=0$. Then (24) must vanish there, so $\cos\varphi=0$ and $\varphi=\pi/2$. By (23) this gives $q=0$: there is no state inside the gap. If the crystal instead begins at a wall at $z_0$ with $0<gz_0<\pi/2$, the condition is $\varphi=\pi/2-gz_0$, and (25) gives one isolated surface level. Its energy is reliable only to leading order in $V/W$: the omitted waves shift the phase at the wall by an amount of order $V/(8W)$, which can move the level by as much as the second term of (25). A wall fixes the phase, whereas a metal supplies a free one.

The weight of the tail follows from the same matching. For $L\gg1/q$ nearly all the norm is in the metal, whose squared amplitude is $2/L$. The level density is $(L/\pi)\,dp/dE=L/(2\pi Ap)$. Let $B$ be the ratio of the semiconductor amplitude to the metal amplitude. Continuity of $\psi$ gives $B\cos\varphi=\cos\delta_m$, and with (27)

$$B^2=\left[\cos^2\varphi+\frac{(q\cos\varphi+g\sin\varphi)^2}{p^2}\right]^{-1}. \tag{30}$$

The local density of states per spin at depth $z$ is the product of these factors:

$$\rho(z,E)=\frac{B^2}{\pi Ap}\,e^{-2qz}\cos^2(gz+\varphi). \tag{31}$$

This expression holds to leading order in $V/W$. At the ratio $V/W=0.235$ used in Section 7 the density of the full cosine potential differs from it by up to about 20% away from the zeros of the cosine; near the zeros, the omitted waves can change the small remaining density by a factor of two. The length $L$ has dropped out. The amplitude decays with $q$ and the density with $2q$, so the density decay length is

$$\ell=\frac1{2q}. \tag{32}$$

**7. The numbers**

The example uses chosen inputs in the regime of silicon. The cubic lattice constant is set to 0.543 nm, the period is the (220) plane spacing $0.543/\sqrt8=0.1920$ nm, and the gap is a rough average gap of 4.8 eV. With $A=0.03810$ eV nm²,

$$g=\frac{\pi}{0.1920\ \text{nm}}=16.36\ \text{nm}^{-1},\qquad W=0.03810\times16.36^2=10.20\ \text{eV}.$$

Here $V=2.40$ eV and $V/W=0.235$, well inside $V<2W$. The maximum is

$$q_{\max}=\frac{4.80}{4\times0.03810\times16.36}=1.925\ \text{nm}^{-1},\qquad \ell=\frac1{2\times1.925}=0.260\ \text{nm}.$$

It lies $2.40^2/(4\times10.20)=0.141$ eV below midgap. The masses from (9) are $m_c=0.105\,m$ and $m_v=0.133\,m$, with $m_r=0.0588\,m$. Equation (21) then returns the same maximum: with $\hbar^2/m=2A$, $\sqrt{0.0588\times4.80/0.0762}=1.92$ nm⁻¹.

Through the gap, (13) gives:

| $x$ (eV) | $q$ (nm⁻¹) | $\ell$ (nm) |
|---:|---:|---:|
| −2.16 | 0.887 | 0.564 |
| −1.20 | 1.716 | 0.291 |
| 0 | 1.921 | 0.260 |
| 1.20 | 1.618 | 0.309 |
| 2.16 | 0.798 | 0.627 |

The curve is flat around midgap and steep at the edges, as (15) and (19) require. At $x=\pm1.20$ eV the half-ellipse alone gives $1.925\sqrt{1-0.25}=1.667$ nm⁻¹. The tilt factor $1\mp1.20/(4\times10.20)$ changes this by 3%, to 1.618 above midgap and 1.716 below.

The effect of the discarded plane waves was found by integrating (1) over one period with the full cosine potential. With energies measured from the midgap of that calculation, the five values of $q$ are 0.2 to 0.7% below those of the table. Measuring from its own midgap matters, because the waves near $\pm3g$ push both edges down by about $V^2/(8W)=0.07$ eV in second-order perturbation theory. At fixed period the maxima are:

| $2V$ (eV) | $q_{\max}$, (18) (nm⁻¹) | full cosine (nm⁻¹) |
|---:|---:|---:|
| 1.2 | 0.481 | 0.481 |
| 2.4 | 0.962 | 0.962 |
| 4.8 | 1.925 | 1.920 |
| 9.6 | 3.849 | 3.811 |

For the largest gap the full result is 1.0% below (18). The proportionality is thus a leading-order law in $V/W$ for the cosine crystal, although it holds without further approximation within the two-wave model.

The role of the metal was tested by solving (1) on a grid, with free electrons on the left and 7.68 nm of semiconductor on the right. In the inner 98% of the gap there are 19 states for a metal 15.36 nm long and 38 for one of 30.72 nm. The increase of 19 agrees with the 18.6 expected from (29). With the metal removed and a hard wall in its place, the count is zero. For the 16 states in the inner 80% of the gap with the shorter metal, the decay constant read from the density differs from (13) by at most 0.50% of the formula's value. The quantization condition (28) is met to within 0.052 rad, against a spacing of $\pi$ between successive levels. About 0.03 rad of this is the dispersion error of the grid, accumulated over the length of the metal; the phase (27) itself differs from that of the full cosine potential by about 0.02 rad. The numerical output lists these values.

**8. Silicon and its interfaces**

The gap in (18) belongs to two bands coupled at one wave vector. Silicon's thermal gap, about 1.1 eV, is indirect and joins states at different wave vectors. Moreover, a potential that varies along $z$ alone leaves motion parallel to the interface free. The energy $\hbar^2k_\parallel^2/(2m)$ would then add to both bands, and the three-dimensional model would have no absolute gap. A real crystal opens its gap through Fourier components in several directions, and the way its decay constant depends on the parallel wave vector cannot be taken from the one-dimensional model.

To size this effect, the complex wave vectors normal to (001) were computed for silicon with a local empirical pseudopotential. This level omits nonlocality, spin–orbit coupling, self-consistency and the chemistry of the interface. It gives an indirect gap of 0.82 eV, below the real one, and a direct gap of 5.18 eV at the mean-value point of the zone, near the 4.8 eV used above. At the middle of the indirect gap, the slowest decay constant for nine sampled parallel wave vectors ranges from 1.23 to 2.89 nm⁻¹. These values use 137 plane waves; a larger basis moves the direct gap to 5.19 eV and the decay constants by up to 0.01 nm⁻¹. The model's 1.92 nm⁻¹ lies within this range. Far from the metal the slowest channel dominates; among those sampled it is the one at $k_\parallel=0$, with $\ell=0.41$ nm instead of 0.26 nm. With the inputs of Section 7 the model therefore makes the deep tail too short by a factor of about 1.6, relative to this calculation. The factor depends on the pseudopotential: form factors that give an indirect gap of 1.04 eV raise the slowest sampled value to about 1.4 nm⁻¹ and lower the factor to about 1.4. The comparison gives only the size of the discrepancy, not a single cause: the model is restricted to one pair of bands, and the direction also differs, since the (220) planes that set the model's period are not stacked along the normal to (001). Matching the direction does not remove the discrepancy: normal to (110) the same pseudopotential gives about 1.0 nm⁻¹ at $k_\parallel=0$, slower still. Putting a gap of 1.2 eV, close to the thermal one, into (18) errs more strongly the other way: it gives 0.48 nm⁻¹, less than half of the smallest sampled value.

Two other neglected effects are small near midgap in the model. A field of 0.3 MV/cm changes the potential by 7.8 meV over 0.26 nm, little compared with the half-gap of 2.4 eV. A rough thermal narrowing of 0.1 eV lowers $q_{\max}$ by 2.1% at fixed period. Both changes are a larger fraction of silicon's narrower indirect gap, so the 2.1% should not be carried over to it. Close to a band edge both matter more, since $\ell$ grows while the distance $\delta$ shrinks.

For an oxide on a semiconductor the argument of Section 6 has a direct consequence. At an energy in the gaps of both materials, neither side has a propagating wave, so no free phase is available and, in one dimension or at a fixed parallel wave vector, no continuum forms. Take the oxide as a constant barrier in $z<0$, with a wave $e^{q'z}$ and $q'>0$. Matching at $z=0$ would require $q'=-q-g\tan\varphi$, whose right side is negative inside the gap, so this ideal termination has no gap state at all. Other terminations can have isolated levels, and real interfaces also have defects and altered bonds, which the model does not contain. If a metal lies behind a thin oxide, its waves must first cross the oxide. For the ideal termination their weight in the semiconductor is then reduced, because the matched wave grows steadily from the semiconductor towards the metal. For a termination with an isolated level this fails near the energy of that level, where the metal's waves are resonant with it and their weight in the semiconductor can be large. Gap states found at such an interface may thus have an origin other than the metal, and the decay law (13) alone does not give their number.

## Computed values

```
hbar^2/(2m) = 0.03810 eV nm^2
silicon cubic lattice constant (rough) = 0.543 nm
model period = 0.1920 nm; g = 16.364 1/nm
W = 10.203 eV; gap (rough) = 4.80 eV; V = 2.40 eV
V/W = 0.2352
maximum q = 1.925 1/nm
shortest density decay length 1/(2q) = 0.260 nm
maximum lies below midgap by 0.141 eV
masses: conduction 0.1052 m, valence 0.1333 m
reduced mass = 0.0588 m
x (eV) | two-wave q (1/nm) | full-cosine q (1/nm) | 1/(2q) (nm)
 -2.16 | 0.887 | 0.881 | 0.564
 -1.20 | 1.716 | 1.710 | 0.291
  0.00 | 1.921 | 1.917 | 0.260
  1.20 | 1.618 | 1.614 | 0.309
  2.16 | 0.798 | 0.793 | 0.627
2V (eV) | full gap (eV) | two-wave q_max | full-cosine q_max (1/nm)
1.2 | 1.1999 | 0.4812 | 0.4811
2.4 | 2.3995 | 0.9624 | 0.9617
4.8 | 4.7959 | 1.9247 | 1.9198
9.6 | 9.5669 | 3.8494 | 3.8112
junction: metal lengths 15.36 and 30.72 nm
junction: semiconductor length 7.68 nm
gap states (inner 98% of gap): no metal 0, short 19, long 38
growth expected from metal wave numbers = 18.62 states
junction states compared (inner 80% of gap) = 16
largest relative error of q in junction = 0.50 %
largest matching-phase error = 0.052 rad
pseudopotential silicon: plane waves = 137
pseudopotential silicon: indirect gap = 0.82 eV
pseudopotential silicon: direct gap at mean-value point = 5.18 eV
slowest q at middle of indirect gap, normal to (001):
  k_parallel = (0.00, 0.00) 2pi/a: q = 1.23 1/nm
  k_parallel = (0.25, 0.00) 2pi/a: q = 1.89 1/nm
  k_parallel = (0.50, 0.00) 2pi/a: q = 1.93 1/nm
  k_parallel = (0.75, 0.00) 2pi/a: q = 1.41 1/nm
  k_parallel = (1.00, 0.00) 2pi/a: q = 1.60 1/nm
  k_parallel = (0.25, 0.25) 2pi/a: q = 1.84 1/nm
  k_parallel = (0.50, 0.25) 2pi/a: q = 2.89 1/nm
  k_parallel = (0.75, 0.25) 2pi/a: q = 2.55 1/nm
  k_parallel = (0.50, 0.50) 2pi/a: q = 1.80 1/nm
longest sampled silicon density decay length = 0.41 nm
field 0.3 MV/cm: drop over model decay length = 7.8 meV
gap narrowing 0.1 eV: q_max falls by 2.1 %
```
